# Saturation of a transistor with a piecewise velocity law

## The problem

An n-channel field-effect transistor has channel width $W$, channel length $L$ and gate capacitance per area $C$. Its gate is biased above the threshold voltage $V_T$ by the overdrive $U=V_{GS}-V_T>0$. Electrons drift from the source at $x=0$ to the drain at $x=L$. The channel potential $V(x)$ is measured from the source, so $V(0)=0$ and $V(L)=V_D$. The field strength along the channel is $E=dV/dx>0$; the field itself points from drain to source, and electrons are driven the other way. The speed of the electrons is

$$
v(E)=\begin{cases}\dfrac{\mu E}{1+E/E_c}, & E<E_c,\\[2mm] v_{\rm sat}, & E\ge E_c,\end{cases}\qquad E_c=\frac{2v_{\rm sat}}{\mu},
$$

where $\mu$ is the low-field mobility. Find the drain voltage $V_{D\rm sat}$ at which the current saturates and the saturation current $I_{\rm sat}$. Then show in what sense the current becomes linear in $U$ for a very short channel.

Use the gradual-channel description: the mobile charge per area at a point has magnitude $C(U-V)$, fixed by the local potential alone. Take $\mu$, $v_{\rm sat}$ and $V_T$ as constants, and neglect diffusion, series resistance and the variation of the depletion charge along the channel. The current $I$ is counted as a positive magnitude.

For numbers, take an insulator of relative permittivity 4 and thickness 2 nm, which gives $C=4\varepsilon_0/(2\ \text{nm})=0.01771\ \mathrm{F/m^2}$. Let $\mu=0.02\ \mathrm{m^2/(V\,s)}$, $v_{\rm sat}=10^5$ m/s, $L=100$ nm and $U=0.6$ V. These are round model parameters. SI units suit a device problem better than atomic units.

## A tempting solution

The same current passes every cross-section of the channel. It is width times charge per area times speed:

$$
I=WC(U-V)\,v(E).\tag{1}
$$

While the field is below $E_c$ everywhere, insert the first branch of the speed law and multiply by $1+E/E_c$:

$$
I\left(1+\frac{1}{E_c}\frac{dV}{dx}\right)=W\mu C(U-V)\frac{dV}{dx}.
$$

Integrate over $x$ from 0 to $L$. Since $I$ is constant, the left side gives $I(L+V_D/E_c)$. On the right, the integral over $x$ becomes one over $V$ from 0 to $V_D$:

$$
I\left(L+\frac{V_D}{E_c}\right)=W\mu C\left(UV_D-\frac{V_D^2}{2}\right).
$$

Define the voltage $a=E_cL$ and divide by $L$:

$$
I=\frac{\mu CW}{L}\,\frac{UV_D-V_D^2/2}{1+V_D/a}.\tag{2}
$$

So far everything is correct. The tempting step comes next: a saturated current no longer grows with drain voltage, so one sets $dI/dV_D=0$. The numerator of the derivative must vanish,

$$
(U-V_D)\left(1+\frac{V_D}{a}\right)-\frac1a\left(UV_D-\frac{V_D^2}{2}\right)=0 .
$$

The terms $UV_D/a$ cancel, and the quadratic terms combine to $-V_D^2/(2a)$. This leaves $U-V_D-V_D^2/(2a)=0$, or $V_D^2+2aV_D-2aU=0$, whose positive root is

$$
V_p=a\left(\sqrt{1+\frac{2U}{a}}-1\right).
$$

With $a=10^7\ \mathrm{V/m}\times100\ \mathrm{nm}=1$ V this gives $V_p=\sqrt{2.2}-1=0.483$ V, and equation (2) then gives $I_p/W=414$ A/m. Both values look reasonable, and neither is the answer.

## Where it fails

The fault shows when one asks how fast the electrons move at the drain. Write (2) as $I(1+V_D/a)=(\mu CW/L)(UV_D-V_D^2/2)$ and differentiate with respect to $V_D$:

$$
\frac{dI}{dV_D}\left(1+\frac{V_D}{a}\right)+\frac{I}{a}=\frac{\mu CW}{L}(U-V_D).\tag{3}
$$

At the maximum the first term is zero. Multiplying by $a=E_cL$ gives

$$
I_p=WC(U-V_p)\,\mu E_c=WC(U-V_p)\,(2v_{\rm sat}).
$$

Comparison with (1) shows that the drain electrons would have to move at $2v_{\rm sat}$. The given law forbids any speed above $v_{\rm sat}$.

The factor 2 has a simple origin. The expression $\mu E/(1+E/E_c)$, if used at all fields, rises towards $\mu E_c=2v_{\rm sat}$ and approaches that value only as $E\to\infty$. The maximum of (2) is therefore the saturation point for a different material, one whose speed follows the first branch without end. In the present problem that branch stops at $E=E_c$, where the speed is $\mu E_c/2=v_{\rm sat}$. Equation (2) loses its validity before its maximum is reached.

In the example the wrong current is 3.8 % above the correct one found below, which is easy to overlook. In a very short channel the error is large. As $a\to0$ at fixed $U$, $V_p=\sqrt{a^2+2aU}-a\to0$, and hence $I_p\to2WCv_{\rm sat}U$. This is linear in overdrive, as the problem asks, but it cannot be right: the charge per area at the source is $CU$, and with speeds limited to $v_{\rm sat}$ the current cannot exceed $WCv_{\rm sat}U$.

## The correct saturation point

First find where the critical field appears. Along the channel $V$ rises, so the charge $C(U-V)$ falls. By (1) the speed must rise to keep $I$ constant, and below $E_c$ a higher speed means a higher field. The field is thus largest at the drain, and $E_c$ is reached there first. Saturation begins when the drain electrons just reach $v_{\rm sat}$:

$$
I_{\rm sat}=WCv_{\rm sat}(U-V_{D\rm sat}).\tag{4}
$$

At this point the first branch still holds along the whole channel, so (2) holds as well. Equate the two expressions, writing $V$ for $V_{D\rm sat}$ and $v_{\rm sat}=\mu E_c/2$:

$$
\frac{\mu CW}{L}\,\frac{UV-V^2/2}{1+V/a}=\frac{WC\mu E_c}{2}(U-V).
$$

Divide by $\mu CW/L$, which turns the prefactor on the right into $E_cL/2=a/2$. Then multiply by $2(1+V/a)$:

$$
2UV-V^2=(U-V)(a+V)=aU+UV-aV-V^2 .
$$

The terms $-V^2$ cancel, so the condition is linear in $V$: $(U+a)V=aU$. Hence

$$
V_{D\rm sat}=\frac{aU}{U+a},\qquad\text{or}\qquad \frac1{V_{D\rm sat}}=\frac1U+\frac1a .\tag{5}
$$

The remaining voltage at the drain is

$$
U-V_{D\rm sat}=\frac{U(U+a)-aU}{U+a}=\frac{U^2}{U+a},
$$

and (4) becomes

$$
I_{\rm sat}=WCv_{\rm sat}\,\frac{U^2}{U+a},\qquad a=E_cL=\frac{2v_{\rm sat}L}{\mu}.\tag{6}
$$

For the example,

$$
V_{D\rm sat}=\frac{1\times0.6}{1.6}\ \mathrm V=0.375\ \mathrm V,
$$

$$
\frac{I_{\rm sat}}{W}=0.01771\times10^5\times\frac{0.36}{1.6}\ \mathrm{A/m}=398\ \mathrm{A/m}.
$$

A device 1 μm wide carries 0.398 mA. The saturation voltage lies clearly below the false value of 0.483 V.

## The kink, and the current beyond it

If the current does not stop growing because its slope vanishes, what is its slope at $V_{D\rm sat}$? Use (3) again. By (4) and $v_{\rm sat}/E_c=\mu/2$,

$$
\frac{I_{\rm sat}}{a}=\frac{WCv_{\rm sat}}{E_cL}(U-V_{D\rm sat})=\frac12\,\frac{\mu CW}{L}(U-V_{D\rm sat}).
$$

This is half of the right side of (3). The other half belongs to the slope term, so just below saturation

$$
\frac{dI}{dV_D}=\frac{\mu CW}{2L}\,\frac{U-V_{D\rm sat}}{1+V_{D\rm sat}/a}>0 .
$$

In the example the slope per unit width is $0.02\times0.01771\times0.225/(2\times10^{-7}\times1.375)=290$ S/m. If the current is constant above $V_{D\rm sat}$, the slope drops from this value to zero at once. A curve made of (2) and a constant current therefore has a kink at $V_{D\rm sat}$. The kink belongs to the assumption of constancy, as the end of this section shows.

The constancy of the current above $V_{D\rm sat}$ is an additional assumption, because equation (1), which leaves out diffusion, has no solution there. Two cases have to be excluded.

1. The channel might stay on the first branch throughout. Then (2) holds, and the drain speed is $I/[WC(U-V_D)]$. The algebra that led to (5), with an inequality in place of the equality, shows that for $V_D<U$ this speed is at most $v_{\rm sat}$ only if $V_D\le aU/(U+a)$. A larger drain voltage is therefore excluded. Solving (5) for the length gives the same fact another form: a drain voltage $V_D<U$ needs a channel of length at least $UV_D/[E_c(U-V_D)]$. For $V_D=0.425$ V this is $0.6\times0.425/(10^7\times0.175)$ m, or 146 nm, more than the 100 nm available.

2. A finite part of the channel might be on the second branch. There (1) reads $I=WC(U-V)v_{\rm sat}$, which makes $V$ constant and hence $E=0$. This contradicts $E\ge E_c$.

A drain voltage of $U$ or more is no better, since the charge $C(U-V)$ would vanish inside the channel or at its end while the current must go on.

Near the drain, therefore, the simplifications behind (1) cannot all be kept. They include the neglect of diffusion and the rule that the charge is fixed by the local potential alone. In a real device a short region forms there, in which the field along the channel helps to determine the charge. Roughly the voltage in excess of $V_{D\rm sat}$ drops across this region. If its length $\Delta L$ is much smaller than $L$ and diffusion is weak in the rest of the channel, that part still has length close to $L$ and ends at the critical field, so its current stays close to $I_{\rm sat}$.

The size of the neglected effect follows from (6) with $L$ replaced by $L-\Delta L$. For a chosen $\Delta L=10$ nm, $a$ falls to 0.9 V and the current becomes $0.01771\times10^5\times0.36/1.5=425$ A/m. This is 6.7 % more than with the full length. Since $\Delta L$ grows with drain voltage, this effect gives the saturated current an upward slope. It also removes the kink if the drain region begins at the field $E_c$. A very short region then drops $E_c\Delta L$, while by (5) the voltage across the rest falls by $E_c\Delta L\,U^2/(U+a)^2$ and by (6) the current rises by $I_{\rm sat}E_c\Delta L/(U+a)$. The slope just above saturation is therefore $WCv_{\rm sat}U^2/[a(a+2U)]$, which equals the slope just below, 290 S/m per unit width in the example. The slope falls off only as the field in the drain region grows. In short devices the drain voltage also lowers the threshold voltage, which adds to the slope.

## From quadratic to linear

Equation (6) contains two voltages, $U$ and $a$, and their ratio decides the behaviour.

**Long channel, $U\ll a$.** Replace $U+a$ by $a$. Because $v_{\rm sat}/a=\mu/(2L)$,

$$
I_{\rm sat}\to\frac{\mu CW}{2L}U^2,\qquad V_{D\rm sat}\to U .
$$

This is the square law. The current saturates because the charge at the drain is nearly exhausted, and $v_{\rm sat}$ drops out. For the example the square law would give 638 A/m. The ratio of (6) to the square law is $a/(U+a)=1/1.6=0.625$, so velocity saturation removes more than a third of that current.

**Short channel, $U\gg a$.** Replace $U+a$ by $U$:

$$
I_{\rm sat}\to WCv_{\rm sat}U,\qquad V_{D\rm sat}\to a .
$$

The current is proportional to the overdrive, and neither mobility nor length appears in it. The slope is half that of the tempting solution.

The reason can be read from the source end, where the charge per area is $CU$. At saturation the speed there is

$$
v(0)=\frac{I_{\rm sat}}{WCU}=v_{\rm sat}\frac{U}{U+a}.
$$

In a long channel the source electrons are slow, and their speed itself grows in proportion to $U$. Charge and speed each contribute one factor of $U$, which makes the current quadratic. In a very short channel the source electrons already move at nearly $v_{\rm sat}$. The speed can then grow no further, and the single factor $U$ from the charge remains. In the example the source speed is $0.375\,v_{\rm sat}$, between the two regimes.

The condition $U\gg a$ matters. However short the channel, $a$ is not zero, and for $U\ll a$ formula (6) is still quadratic. At fixed $L$ the approach to a straight line follows from $U^2=(U+a)(U-a)+a^2$:

$$
\frac{I_{\rm sat}}{WCv_{\rm sat}}=U-a+\frac{a^2}{U+a}.\tag{7}
$$

At large overdrive the current approaches a line that meets the $U$ axis at $U=a$, not at the origin. A straight line fitted to data taken at $U\gg a$ would therefore give an apparent threshold higher than $V_T$ by nearly $a$. For $L=10$ nm, where $a=0.1$ V, the line gives 885 A/m at $U=0.6$ V and the full formula gives 911 A/m. At 1.2 V the two are 1948 and 1962 A/m. A straight line drawn through the two values of the full formula meets the $U$ axis at 0.080 V, so at moderate overdrive the apparent shift is still smaller than $a$.

Differentiating (7) gives the transconductance

$$
g_m=\frac{dI_{\rm sat}}{dU}=WCv_{\rm sat}\left[1-\frac{a^2}{(U+a)^2}\right].
$$

It rises with overdrive towards the ceiling $WCv_{\rm sat}$. In the 100 nm example its value per unit width is $1771\times(1-1/2.56)=1079$ S/m, against a ceiling of 1771 S/m. At this length the ceiling is a limit of the formula only: to reach 90 % of it takes $U=2.2$ V, which means a field of about $10^9$ V/m in the 2 nm insulator, close to the breakdown of silicon dioxide.

A convenient measure of linearity is the local exponent $n$ in $I_{\rm sat}\propto U^n$. From $\ln I_{\rm sat}=2\ln U-\ln(U+a)+\text{const}$,

$$
n=\frac{d\ln I_{\rm sat}}{d\ln U}=2-\frac{U}{U+a}=1+\frac{a}{U+a}.
$$

It falls from 2 to 1 as $a/U$ goes from large to small values. A second measure is the factor by which the current grows when the overdrive is doubled:

$$
r=\frac{I_{\rm sat}(2U)}{I_{\rm sat}(U)}=\frac{4U^2}{2U+a}\,\frac{U+a}{U^2}=\frac{4(U+a)}{2U+a}.
$$

It is 4 for a square law and 2 for proportionality. With the other parameters unchanged and $U=0.6$ V:

| $L$ (nm) | $V_{D\rm sat}$ (V) | $I_{\rm sat}/W$ (A/m) | $n$ | $r$ |
|---:|---:|---:|---:|---:|
| 10000 | 0.596 | 6.34 | 1.99 | 3.98 |
| 1000 | 0.566 | 60.1 | 1.94 | 3.79 |
| 100 | 0.375 | 398 | 1.63 | 2.91 |
| 10 | 0.086 | 911 | 1.14 | 2.15 |
| 1 | 0.010 | 1045 | 1.02 | 2.02 |

From 10 μm to 1 μm the current grows almost tenfold, as the factor $1/L$ of the square law requires. From 10 nm to 1 nm it grows by only 15 %, because the source speed is already $0.86\,v_{\rm sat}$ at 10 nm and has little left to gain. The change between the regimes is centred on $U=a$, which for $U=0.6$ V means $L=U/E_c=60$ nm.

## How far the short-channel limit can be trusted

The last rows of the table show the mathematical limit of the model and do not predict real devices. A channel of 1 nm is shorter than the insulator is thick, so its charge cannot be set by the gate and the local potential alone. Already at 10 nm, a drain region of a few nanometres is no longer small compared with $L$. The speed law also assumes that electrons scatter often enough to reach a steady speed in the local field. When they cross the channel with few collisions, $v_{\rm sat}$ is no longer a limit on their speed, and (6) loses its basis.

At the other end, a very small overdrive is outside the model too. When $U$ is not large compared with the thermal voltage $k_BT/e$, diffusion carries a good part of the current, and the quadratic start of (6) should not be taken literally. Even at larger overdrive, diffusion matters near the drain wherever $U-V$ is not large compared with $k_BT/e$. With the diffusion constant $\mu k_BT/e$ and the charge gradient $CE$, the diffusion current at the critical field is $2k_BT/[e(U-V_{D\rm sat})]$ times the drift current. In the 100 nm example at 300 K this ratio is 0.23; with the local mobility $v/E=\mu/2$ in place of $\mu$ it is half as large. If diffusion is added along the whole channel and the field at the drain is again set to $E_c$, the current rises from 398 A/m to 443 A/m with the low-field diffusion constant, or to 427 A/m with the local one, which amounts to replacing $U$ by $U+k_BT/e$ in (6). These shifts of 7 to 11 % are rough, since this form of the diffusion constant holds for non-degenerate electrons and the density near the source, $CU/e=6.6\times10^{12}\ \mathrm{cm^{-2}}$, would be mildly degenerate in silicon. The current of 398 A/m is thus a drift-only value and not an accurate prediction. The linear law as derived here therefore needs a channel short enough that $E_cL\ll U$, yet long enough for steady drift and for gate control of the charge. With the present parameters these demands conflict. At $U=0.6$ V, $E_cL=U/10$ means $L=6$ nm, which is about the distance an electron with a silicon-like mass and this mobility travels between collisions. The linear law is thus a limit of the model, not a quantitative description of such a short device. Nor is velocity saturation the only cause of a less than quadratic current in real transistors. Series resistance and the fall of mobility with gate field, both neglected here, lower the exponent too: a mobility $\mu/(1+\theta U)$ with $\theta=1\ \mathrm{V^{-1}}$ in the plain square law gives $n=2-\theta U/(1+\theta U)=1.63$ at $U=0.6$ V, the same as the 100 nm row of the table. In a nearly ballistic channel the current is again roughly the source charge times a speed, but that speed is the injection speed at the source, not $v_{\rm sat}$. A measured exponent alone therefore does not identify the mechanism.

Numbers in the example were calculated in double precision.
